\section*{Crossover to cubic scaling and halo limits in real-space eigensolvers}

\section{Two limits on calculations for large cells}

A periodic cell of atoms is described by Kohn--Sham orbitals stored on a uniform real-space grid. If the cell is enlarged at fixed density, both the number of grid points and the number of occupied orbitals grow in proportion to the number of atoms $A$. Applying the Hamiltonian treats each orbital separately, and its cost grows as $A^2$. Keeping the orbitals orthonormal couples every pair of them over the whole grid, and its cost grows as $A^3$. The cubic term must win eventually, but the prefactors of both terms decide whether this happens at ten atoms or at a thousand.

A second limit appears when the grid is divided among processors. Each domain needs a layer of values from its surroundings, the halo, and this layer grows relative to the domain as the domain shrinks.

Let there be $g$ grid points and $b$ occupied orbitals per atom, so that
\begin{equation}
N_g=gA,\qquad M=bA .
\end{equation}
The orbitals are real and extend over the whole cell. One multiplication, addition, subtraction, division or square root counts as one operation. One eigensolver cycle applies the Hamiltonian $n_H$ times to each orbital and orthonormalises the set once. If $n_H$ is fixed, the number of cycles multiplies all costs alike and does not move the crossover.

\section{The quadratic costs}

\subsection{Stencil}

Let $h$ be the grid spacing and $c_j$ the coefficients of the finite-difference second derivative, with half-width $N$ and $c_{-j}=c_j$. In Hartree atomic units the kinetic energy and the local potential $V$ act as
\begin{equation}
(H_{\rm loc}\psi)_i=\Big(V_i-\frac{3c_0}{2h^2}\Big)\psi_i
-\frac{1}{2h^2}\sum_{\alpha=1}^{3}\sum_{j=1}^{N}c_j
\left(\psi_{i+j\hat\alpha}+\psi_{i-j\hat\alpha}\right).
\end{equation}
The factor 3 arises because the central point belongs to all three axes. The bracket and the products $-c_j/(2h^2)$ are computed beforehand. There remain $6N+1$ values to multiply and $6N$ additions to join them, if each value is multiplied separately:
\begin{equation}
(6N+1)+6N=12N+1
\end{equation}
operations per point and orbital. Summing the six neighbours at equal distance before multiplying would need only $(N+1)+6N=7N+1$ operations; the term-by-term count is the convention here, and the numbers below depend on it.

\subsection{Projectors}

Each atom carries $p$ separable projectors $\chi$ with scalar strengths $D$. A projector adds $\chi D\langle\chi|\psi\rangle$ to the result, with the volume element $h^3$ absorbed in $D$. If it covers $s$ points, the inner product takes $s$ products and $s-1$ additions, the strength takes one product, and adding the result back takes $s$ products and $s$ additions:
\begin{equation}
(2s-1)+1+2s=4s .
\end{equation}
All atoms together cost $4psA$ per orbital. Since $A=N_g/g$, this is $4pf$ per grid point, with $f=s/g$. For a sphere of radius $r_c$ and a volume $\Omega$ per atom, the average over atom positions relative to the grid gives
\begin{equation}
s=\frac{4\pi}{3}\frac{r_c^3}{h^3},\qquad g=\frac{\Omega}{h^3},
\qquad f=\frac{4\pi r_c^3}{3\Omega}.
\end{equation}
The spacing cancels in $f$. The whole Hamiltonian work in one cycle is therefore
\begin{equation}
C_H=n_H\,w\,N_gM,\qquad w=12N+1+4pf .
\label{eq:ham}
\end{equation}
Both parts scale as $A^2$, so their ratio does not change with system size. The projector part does grow as $r_c^3$ and can exceed the stencil part for wide or numerous projectors: for $\Omega=125$ bohr$^3$ and $N=4$ this needs $r_c>4.5$ bohr with $p=4$, but only $r_c>2.7$ bohr with $p=18$.

\section{The cubic cost}

Let the columns of the $N_g\times M$ matrix $\Psi$ be linearly independent orbitals, scaled by $h^{3/2}$ so that inner products are plain sums. Form $S=\Psi^T\Psi$, factorise $S=LL^T$ with $L$ lower triangular, and set $\Phi=\Psi L^{-T}$. Then
\begin{equation}
\Phi^T\Phi=L^{-1}SL^{-T}=L^{-1}LL^TL^{-T}=1 .
\end{equation}

This holds in exact arithmetic. In floating point the error in $\Phi^T\Phi$ grows as the square of the condition number of $\Psi$, so a nearly dependent set, as left by a filter of high degree, needs a second pass or a more stable method at extra cost.

Because $S$ is symmetric, $M(M+1)/2$ inner products suffice, each with $2N_g-1$ operations:
\begin{equation}
C_S=\frac{M(M+1)}{2}(2N_g-1)
=N_gM^2+N_gM-\frac{M^2}{2}-\frac M2 .
\end{equation}
In column $j=0,\dots,M-1$ of $L$ there are $M-j$ entries. Each needs $j$ products, $j$ subtractions and one division or root. With $\sum_j(2j+1)=M^2$,
\begin{align}
C_L&=\sum_{j=0}^{M-1}(2j+1)(M-j)
=M^3-\sum_{j=0}^{M-1}(2j^2+j)\notag\\
&=M^3-\frac{M(M-1)(2M-1)}{3}-\frac{M(M-1)}{2}
=\frac{M^3}{3}+\frac{M^2}{2}+\frac M6 .
\end{align}
The triangular solve builds orbital $j$ with $2j+1$ operations at each grid point, hence $N_gM^2$ in total. Adding the three parts, the terms $\pm M^2/2$ cancel and $M/6-M/2=-M/3$:
\begin{equation}
C_O=N_gM(2M+1)+\frac{M^3-M}{3}.
\label{eq:orth}
\end{equation}
The leading term is $2N_gM^2=2gb^2A^3$. The factorisation is also cubic, but smaller than this by the ratio
\begin{equation}
\epsilon=\frac{M^3/3}{2N_gM^2}=\frac{M}{6N_g}=\frac{b}{6g},
\end{equation}
which is independent of $A$ and small whenever there are many grid points per orbital.

\section{The crossover and its first correction}

Equal operation counts need not mean equal times. Orthonormalisation can be arranged mostly as matrix products, in which the number of operations per stored orbital value grows with $M$; for a stencil this number is fixed by $N$. Let $\kappa$ be the operation rate of orthonormalisation divided by that of the Hamiltonian application, taken as constant. The times are equal when $\kappa C_H=C_O$. Dividing by $N_gM$ and writing $W=\kappa n_Hw$,
\begin{equation}
W=2M+1+\frac{M^2-1}{3N_g}.
\label{eq:balance}
\end{equation}
Since $M/N_g=6\epsilon$, the last term is $2\epsilon(M-1/M)$, and
\begin{equation}
W=2M(1+\epsilon)+1-\frac{2\epsilon}{M}.
\end{equation}
For $W\gg1$ and $\epsilon\ll1$ the leading solution is $M=W/2$. Keeping the constant 1, which arises because $S$ needs $M(M+1)/2$ inner products rather than $M^2/2$, gives
\begin{equation}
M^*\simeq\frac{\kappa n_Hw-1}{2},\qquad A^*=\frac{M^*}{b}.
\label{eq:cross}
\end{equation}
The factorisation then multiplies this by $1/(1+\epsilon)\simeq1-\epsilon$; the dropped term $2\epsilon/M$ is smaller still.

At leading order the crossover is a number of orbitals, not of atoms. It is half the number of operations that the Hamiltonian spends per point and orbital in one cycle, weighted by $\kappa$. At fixed $N$, $f$ and $n_H$ the grid spacing enters through $\epsilon$ alone: a finer grid makes both costs larger in nearly the same proportion. In practice $n_H$ need not stay fixed. The top of the spectrum grows as $1/h^2$, so the degree of a polynomial filter that gives the same gain per cycle grows as $1/h$, and $M^*$ grows with it. If a subspace diagonalisation or other dense step multiplies the leading cubic cost by $q$ at the same rate, $M^*$ is divided by about $q$. A Rayleigh--Ritz step adds $N_gM^2$ for the projected Hamiltonian and $2N_gM^2$ for the rotation of the orbitals, so that $q\approx(2+1+2)/2=2.5$, together with one more Hamiltonian application.

The change of scaling is gradual. Neglect the constant 1 in Eq.~\eqref{eq:cross} and keep the leading quadratic and cubic times $T_2\propto A^2$ and $T_3\propto A^3$, whose ratio is then $T_3/T_2=x=A/A^*$. Then
\begin{equation}
\frac{d\ln T}{d\ln A}=\frac{2T_2+3T_3}{T_2+T_3}
=2+\frac{x}{1+x}=3-\frac{1}{1+x}.
\end{equation}
For $A\gg A^*$ this becomes $3-A^*/A$ to first correction. At $A=A^*$ the exponent is 2.5, and it reaches 2.9 at $A=9A^*$. An exponent fitted to timings over a limited range of sizes is thus a property of that range.

\section{The halo of a domain}

Consider a block of $n_1\times n_2\times n_3$ points in a periodic grid at least $2N$ points wider than the block in each direction. The stencil moves along one axis at a time. From inside the block it therefore reaches $N$ layers beyond each of the six faces, but no point beyond an edge or corner. The two faces normal to axis 1 contribute $2Nn_2n_3$ points, and similarly for the others. Division by the volume gives
\begin{equation}
\frac{\text{halo}}{\text{volume}}
=2N\left(\frac1{n_1}+\frac1{n_2}+\frac1{n_3}\right)
\ \ge\ \frac{6N}{(n_1n_2n_3)^{1/3}} .
\end{equation}
The inequality is that between arithmetic and geometric means, with equality for a cube. For a cube of edge $n$ the ratio is
\begin{equation}
\frac{6Nn^2}{n^3}=\frac{6N}{n}.
\label{eq:halo}
\end{equation}
This has no higher corrections in $N/n$. They appear if the block is stored in an array padded on all sides, whose extra storage relative to the block is
\begin{equation}
\Big(1+\frac{2N}{n}\Big)^3-1
=\frac{6N}{n}+\frac{12N^2}{n^2}+\frac{8N^3}{n^3}.
\end{equation}
The first correction, relative to the leading term, is $2N/n$. For $n<N$ the formula for the halo still holds, but part of the data then comes from beyond the nearest blocks.

Suppose a halo ratio of at most $\eta$ is accepted. Then $n\ge6N/\eta$, and the number $P$ of equal cubic domains obeys
\begin{equation}
P=\frac{N_g}{n^3}\le N_g\left(\frac{\eta}{6N}\right)^3 .
\end{equation}
The bound grows with $A$, so larger cells can use more domains. For a given cell, however, $n=(N_g/P)^{1/3}$, and eight times as many domains double the ratio.

The halo ratio is proportional to $N$, but this does not by itself make a wide stencil slower to communicate relative to its arithmetic. Let the transfer of one value take as long as $\rho$ stencil operations. Transfer and arithmetic balance when
\begin{equation}
6Nn^2\rho=(12N+1)n^3
\quad\Rightarrow\quad
n=\frac{6N\rho}{12N+1}
=\frac{\rho}{2}\left(1-\frac{1}{12N+1}\right).
\label{eq:even}
\end{equation}
A wider stencil imports more values and does almost proportionally more work with them, so the break-even edge depends little on $N$. It is close to $\rho/2$ for the term-by-term count; with $7N+1$ operations per point it is $6N\rho/(7N+1)$, between $3\rho/4$ and $6\rho/7$. This estimate leaves out latency, projector work and the overlap of transfer with arithmetic. It also fails if the time per point is set by memory traffic instead of the operation count; if that time is independent of $N$, the break-even edge grows as $N$.

\section{A worked estimate}

Take the round model parameters $\Omega=125$ bohr$^3$, $h=0.5$ bohr, $b=2$, $p=4$, $r_c=2$ bohr and $N=4$. Then $g=125/0.5^3=1000$, $s=268$ and $f=0.268$. The stencil needs $12\cdot4+1=49$ operations per point and orbital, the projectors $4\cdot4\cdot0.268=4.29$, so $w=53.29$.

With one Hamiltonian application per cycle and equal rates, Eq.~\eqref{eq:cross} gives
\begin{equation}
M^*=\frac{53.29-1}{2}=26.1,\qquad A^*=\frac{26.1}{2}=13.1 .
\end{equation}
Ten applications per cycle, as in a polynomial filter of degree ten with the few vector operations of its recurrence left uncounted, give $M^*=(532.9-1)/2=265.9$ and $A^*=133$. If orthonormalisation also runs at ten times the operation rate, $M^*=(5329-1)/2=2664$ and $A^*=1332$. In this last case $\epsilon=2/6000=3.3\times10^{-4}$ lowers $A^*$ by $0.4$ atoms, in agreement with the full count, 1331.5. A change of one per cent in $\kappa$ moves $A^*$ by 13 atoms, far more than this correction. The choice of algorithm matters more still. With the grouped stencil, $w=29+4.29=33.29$ and the three crossovers become 8.1, 83 and 832 atoms. With the term-by-term stencil and a Rayleigh--Ritz step in each cycle, the crossover at 133 atoms falls to about 58.

For $n_H=10$ the operation counts in one cycle are as follows.
\begin{center}
\begin{tabular}{rcccc}
$A$ & stencil & projectors & orthonorm. & orthonorm. share\\
10 & $9.80\times10^{7}$ & $8.58\times10^{6}$ & $8.20\times10^{6}$ & 7.1\%\\
100 & $9.80\times10^{9}$ & $8.58\times10^{8}$ & $8.02\times10^{9}$ & 42.9\%\\
1000 & $9.80\times10^{11}$ & $8.58\times10^{10}$ & $8.00\times10^{12}$ & 88.2\%
\end{tabular}
\end{center}
These are shares of operations; they are shares of time if $\kappa=1$.

The cell of 1000 atoms has 100 points along each edge. Cutting it into cubes gives:
\begin{center}
\begin{tabular}{rrcc}
domains & $n$ & halo/volume & padding/volume\\
8 & 50 & 0.48 & 0.56\\
64 & 25 & 0.96 & 1.30\\
125 & 20 & 1.20 & 1.74\\
1000 & 10 & 2.40 & 4.83
\end{tabular}
\end{center}
With one domain per atom, each domain imports 2.4 times as many values as it owns. For $\eta=0.5$ the smallest edge is $24/0.5=48$ points, or $48^3/1000=111$ atoms per domain. The bound for cubes is $P\le9.04$, and the largest division into equal cubes that respects it has eight domains. A block that spans the whole period along one axis has no halo on that axis and lies outside this bound: nine columns, 100 points long and 33 or 34 points wide, have ratios from 0.47 to 0.49.

For $\rho=100$, Eq.~\eqref{eq:even} gives break-even edges of 46.2, 48.0, 49.0 and 49.5 points for $N=1,2,4,8$. At $N=4$ the eight-domain division lies just above break-even. With 64 domains, transfer takes $49.0/25\approx2$ times as long as the stencil arithmetic.

Further processors can instead be given different orbitals, since the Hamiltonian acts on each orbital independently; the domains then need not shrink. Orthonormalisation still needs the inner products between all groups of orbitals, so this division leaves the total cubic work unchanged.

The numerical check counts the operations of complete cycles on small systems. The predicted crossovers at 6.22 and 12.94 atoms, for $n_H=1$ and $2$, agree with the first sizes at which orthonormalisation costs more, 7 and 13 atoms. It also enumerates the halos point by point.

\section*{Numbers as computed}
\begin{verbatim}
volume per atom 125 bohr^3, spacing 0.5 bohr
grid points per atom g = 1000, orbitals per atom b = 2
projectors per atom p = 4, radius 2.0 bohr, half-width N = 4
points per projector: formula 268.08, counted mean 268.10
projector volume fraction f = 0.2681
stencil work 49 operations per point and orbital
projector work 4.289 operations per point and orbital
total w = 53.289 operations per point and orbital
small counted system, n_H=1: predicted crossover 6.22 atoms, first cubic-dominated size 7 atoms
small counted system, n_H=2: predicted crossover 12.94 atoms, first cubic-dominated size 13 atoms
operations per cycle, n_H = 10: stencil, projector, orthonormalise
  A=   10 atoms: 9.800e+07 8.579e+06 8.203e+06; orthonormalise share 7.1 %
  A=  100 atoms: 9.800e+09 8.579e+08 8.023e+09; orthonormalise share 42.9 %
  A= 1000 atoms: 9.800e+11 8.579e+10 8.005e+12; orthonormalise share 88.2 %
crossover n_H=1, kappa=1: M* = 26.1 orbitals, A* = 13.1 atoms (full count 13.1)
crossover n_H=10, kappa=1: M* = 265.9 orbitals, A* = 133.0 atoms (full count 132.9)
crossover n_H=10, kappa=10: M* = 2664.0 orbitals, A* = 1332.0 atoms (full count 1331.5)
local exponent at A/A* = 0.1: 2.091 (n_H=10, kappa=10)
local exponent at A/A* = 1.0: 2.500 (n_H=10, kappa=10)
local exponent at A/A* = 9.0: 2.900 (n_H=10, kappa=10)
cell of 1000 atoms: 100 grid points per edge, 50 bohr per edge
domains, edge n, halo/volume, extra storage if fully padded/volume
      8   50 0.480 0.561
     64   25 0.960 1.300
    125   20 1.200 1.744
   1000   10 2.400 4.832
halo/volume limit 0.5: smallest edge 48 points, 110.6 atoms per domain
upper bound on domains for 1000 atoms: 9.04
break-even edge if one transfer takes as long as 100 operations
  N=1: formula 46.15 points, first integer edge by enumeration 47 points
  N=2: formula 48.00 points, first integer edge by enumeration 48 points
  N=4: formula 48.98 points, first integer edge by enumeration 49 points
  N=8: formula 49.48 points, first integer edge by enumeration 50 points
\end{verbatim}
